\section*{Deser–Trueman shifts of hadronic-atom s levels}

\section{A width that first-order theory misses}

A model hadron bound to a unit point charge has a $1s$ binding energy of $7.988$ keV. Add the short-range potential
\begin{equation}
U(r)=-(50+40i)\,\mathrm{MeV}\;e^{-r^2/b^2},\qquad b=1\ \mathrm{fm}.
\end{equation}
Integration of the Klein--Gordon equation moves the level by $-107.0-175.4i$ eV. First-order perturbation theory in $U$ gives $-118.0-94.4i$ eV. Its real part is wrong by a tenth, its imaginary part by almost a factor of two, although the modulus of the shift is only 2.6\% of the binding energy. Smallness of the shift therefore does not make $U$ weak. What replaces $U$ is a scattering length.

I set $\hbar=c=1$, with lengths in fm, potentials in MeV and shifts in eV. The reduced mass is $\mu=300$ MeV, $g=Z\alpha$ with $Z=1$, and $B=1/(\mu g)=90.14$ fm is the Bohr radius. The model is the one-body equation for $u=r\psi$ in an s wave,
\begin{equation}
u''+\left[(E+g/r)^2-\mu^2-2\mu U\right]u=0,\qquad u(0)=0. \label{kg}
\end{equation}
Nuclear size, vacuum polarization, recoil beyond the reduced mass and explicit reaction channels are left out. Absorption is represented by $\mathrm{Im}\,U<0$. Since $|e^{-iEt}|^2=e^{2\,\mathrm{Im}E\,t}$, the shift is $\Delta E=\varepsilon-i\Gamma/2$ with width $\Gamma=-2\,\mathrm{Im}\,\Delta E$.

\section{Simple case: no Coulomb force}

At zero kinetic energy and without charge, $u''=2\mu Uu$. Normalize the regular solution so that outside the potential
\begin{equation}
u=r-a .
\end{equation}
Then $\psi=1-a/r$, so the scattering amplitude is $f(0)=-a$, and repulsion gives $a>0$. Two identities follow from Wronskians. First, $(ru'-u)'=ru''=2\mu Uru$. The bracket vanishes at the origin and equals $r-(r-a)=a$ outside, hence
\begin{equation}
a=\int_0^\infty 2\mu U\,r\,u\,dr. \label{aint}
\end{equation}
Second, $(u^*u'-uu^{*\prime})'=4i\mu\,\mathrm{Im}U\,|u|^2$, and the bracket outside is $(r-a^*)-(r-a)=2i\,\mathrm{Im}\,a$. Thus
\begin{equation}
\mathrm{Im}\,a=\int_0^\infty 2\mu\,\mathrm{Im}U\,|u|^2dr<0 .
\end{equation}

\paragraph{Weak-potential limit.} With $u\simeq r$, (\ref{aint}) becomes $a_1=2\mu\int Ur^2dr$. First-order perturbation theory for a bound s state whose density is constant over the range of $U$ gives
\begin{equation}
\Delta E\simeq|\phi(0)|^2\,4\pi\!\int Ur^2dr=\frac{2\pi}{\mu}|\phi(0)|^2a_1. \label{pt}
\end{equation}
This suggests replacing $a_1$ by the full $a$, which the next sections derive.

The next order of $a$ shows why the width suffers most. The correction to $u=r$ obeys $\delta u''=2\mu Ur$, vanishes at the origin and has zero slope outside, so
$\delta u(r)=-\int\min(r,r')\,2\mu U(r')r'dr'$. Inserted in (\ref{aint}), it gives
\begin{equation}
a_2=-\iint 2\mu U(r)r\,\min(r,r')\,2\mu U(r')r'\,dr\,dr'=-Ca_1^2 ,
\end{equation}
with real $C>0$ because $U$ is one complex number times a positive shape. Here $a_1\propto-(50+40i)$, so $\mathrm{Re}\,a_1^2\propto50^2-40^2=900$, while $\mathrm{Im}\,a_1^2\propto2\cdot50\cdot40=4000$. The imaginary part receives the larger correction, in the direction of more absorption. Second order is not enough: it would make the real part more negative, whereas the full result is less negative. Integration gives $a=-0.323-0.476i$ fm.

\section{Adding the Coulomb tail}

Take the nonrelativistic limit of (\ref{kg}) and write the energy relative to $\mu$ as $-1/(2\mu B^2\nu^2)$. Then
\begin{equation}
u''=\left[\frac1{\nu^2B^2}-\frac2{Br}+2\mu U\right]u. \label{nr}
\end{equation}
Outside $U$ put $z=2r/(\nu B)$, which gives $d^2u/dz^2=(1/4-\nu/z)u$. With $u=ze^{-z/2}y$ this becomes $zy''+(2-z)y'-(1-\nu)y=0$. A decaying solution is
\begin{equation}
u=ze^{-z/2}\int_0^\infty e^{-zt}(1+1/t)^\nu dt,\qquad \mathrm{Re}\,\nu<1, \label{rep}
\end{equation}
because the differential operator turns the integrand into $-\frac{d}{dt}[e^{-zt}t(1+t)(1+1/t)^\nu]$, whose boundary values vanish.

For small $z$, separate the 1 from $(1+1/t)^\nu$; it contributes $z\int e^{-zt}dt=1$. The remainder falls as $\nu/t$, so its integral is $-\nu(\ln z+\gamma)+K$, where $\gamma$ is Euler's constant and
\begin{equation}
K=\lim_{T\to\infty}\left\{\int_0^T[(1+1/t)^\nu-1]dt-\nu\ln T\right\}.
\end{equation}
Integrate by parts; the boundary term tends to $\nu$. With $s=t/(1+t)$ the rest is
\begin{equation}
\nu\int_0^{T/(1+T)}\frac{s^{-\nu}}{1-s}ds\to\nu\left[\ln T-\int_0^1\frac{1-s^{-\nu}}{1-s}ds\right]=\nu[\ln T-\psi(1-\nu)-\gamma],
\end{equation}
where $\psi$ is the digamma function. Hence $K=\nu[1-\gamma-\psi(1-\nu)]$. Including $-z/2$ from the exponential,
\begin{equation}
u=1-\frac{2r}{B}\left[\ln\frac{2r}{\nu B}+\psi(1-\nu)+2\gamma-1+\frac1{2\nu}\right]+\dots \label{small}
\end{equation}
Analytic continuation in $\nu$ extends this beyond $\mathrm{Re}\,\nu<1$, away from the poles at positive integers. A numerical test against the Whittaker function at $\nu=1.03-0.02i$ confirms it.

\subsection{The Coulomb-modified scattering length}

At zero energy the exterior equation is $u''=-2u/(Br)$. With $x=\sqrt{8r/B}$, two solutions are
\begin{align}
F&=\tfrac{Bx}{4}J_1(x)=r-\frac{r^2}{B}+\dots,\\
G&=-\tfrac{\pi x}{2}Y_1(x)=1-\frac{2r}{B}\left[\ln\frac{2r}{B}+2\gamma-1\right]+\dots
\end{align}
The second expansion uses $Y_1=-2/(\pi x)+(x/\pi)[\ln(x/2)+\gamma-\frac12]+\dots$. Define $a_c$ by $u\propto F-a_cG$ outside $U$; for $B\to\infty$ this returns $r-a$.

Now compare the bound wave $u_\nu$ with the zero-energy wave $u_c$, both scaled so that their exterior forms $\tilde u_\nu,\tilde u_c$, continued inward, equal 1 at $r=0$. Equation (\ref{nr}) gives
$(u_cu_\nu'-u_c'u_\nu)'=u_cu_\nu/(\nu B)^2$. The exterior forms obey the same relation. Integrate both from 0 to a point outside $U$ and subtract. The true waves have zero Wronskian at the origin, so
\begin{equation}
(\tilde u_c\tilde u_\nu'-\tilde u_c'\tilde u_\nu)_{r\to0}=-\frac1{\nu^2B^2}\int_0^\infty(\tilde u_c\tilde u_\nu-u_cu_\nu)dr .
\end{equation}
The integrand is confined to the range of $U$. For $|a|$ comparable with $b$ the right side is of order $b/B^2$, an effective-range term that is small against $1/a_c$ by $b^2/B^2$. On the left the logarithms of $r$ cancel between (\ref{small}) and $G-F/a_c$. Dropping the right side,
\begin{equation}
\frac1{a_c}=\frac2B\left[\psi(1-\nu)-\ln\nu+\frac1{2\nu}\right]. \label{qc}
\end{equation}
Nonrelativistic integration gives $\nu=0.9932-0.0108i$ for $1s$ and satisfies (\ref{qc}) to $1.0\times10^{-4}$, relative to $1/a_c$. The expected size is $b^2/B^2=1.2\times10^{-4}$.

\section{Expansion near a hydrogenic level}

Put $\nu=n+\delta$. Reflection, $\psi(1-\nu)=\psi(\nu)+\pi\cot\pi\nu$, gives $\psi(1-\nu)=1/\delta+\psi(n)+O(\delta)$. With $\xi=2a_c/B$ and $\lambda_n=\psi(n)-\ln n+1/(2n)$, (\ref{qc}) reads
\begin{equation}
\frac1\xi=\frac1\delta+\lambda_n+O(\delta)\quad\Rightarrow\quad\delta=\xi+\lambda_n\xi^2+O(\xi^3).
\end{equation}
The energy change is
\begin{align}
\Delta E&=-\frac1{2\mu B^2}\left[\frac1{(n+\delta)^2}-\frac1{n^2}\right]
=\frac{\delta}{\mu B^2n^3}\left(1-\frac{3\delta}{2n}+\dots\right)\nonumber\\
&=\frac{\xi}{\mu B^2n^3}\left[1+\xi\left(\lambda_n-\frac3{2n}\right)+\dots\right].
\end{align}
Therefore, through second order in $a_c/B$,
\begin{equation}
\boxed{\Delta E=\frac{2a_c}{\mu B^3n^3}\left[1+\frac{2a_c}{B}\left(\psi(n)-\ln n-\frac1n\right)\right]} \label{dt}
\end{equation}
The prefactor is Deser's term and the bracket contains Trueman's correction. Since $|\phi_n(0)|^2=1/(\pi n^3B^3)$, the prefactor is $(2\pi/\mu)|\phi_n(0)|^2a_c$, which agrees with the weak-potential limit (\ref{pt}).

\paragraph{Numbers for $1s$.} The prefactor per unit length is four times the binding energy divided by $B$: $4\times7988/90.14=354.5$ eV/fm. With $a_c=-0.3065-0.4842i$ fm, Deser's term is $-108.6-171.6i$ eV. For $n=1$ the bracket is $1-2(1+\gamma)a_c/B=1-3.154\,a_c/B=1.0107+0.0169i$. The product is $-106.9-175.3i$ eV. The width is $350.6$ eV, against $350.9$ eV from Klein--Gordon integration.

\paragraph{Numbers for $2s$.} Here $\psi(2)=1-\gamma$, and (\ref{dt}) gives $-13.47-21.68i$ eV; integration gives $-13.49-21.69i$ eV. Eight times the integrated $2s$ width is $347.1$ eV, so the $n^{-3}$ law holds to about one per cent, and Trueman's correction accounts for most of the difference.

\paragraph{Test of the order.} Halving the Coulomb strength doubles $B$. In the nonrelativistic problem, the relative error of Deser's term with $a_c$ then falls by 1.98 and that of (\ref{dt}) by 4.10, as first- and second-order remainders should.

\section{Which scattering length?}

A calculation of the strong interaction alone supplies $a$, not $a_c$. To connect them, let $u_0$ be the wave without Coulomb force, scaled to $1-r/a$ outside, and let $u_c$ tend to $G-F/a_c$. Their equations give
\begin{equation}
(u_0u_c'-u_0'u_c)'=-\frac2{Br}u_0u_c\simeq-\frac2{Br}u_0^2
\end{equation}
to first order in $1/B$. Integrate to $R$, outside $U$ but with $R\ll B$. With $\ell=\ln(2R/B)+2\gamma$,
\begin{align}
u_c&=1-\frac{2R}{B}(\ell-1)-\frac R{a_c}+\frac{R^2}{Ba_c},\\
u_c'&=-\frac{2\ell}{B}-\frac1{a_c}+\frac{2R}{Ba_c}.
\end{align}
In $(1-R/a)u_c'+u_c/a$ the terms $R\ell/(Ba)$ and $R/(aa_c)$ cancel. Replacing $a_c$ by $a$ in terms already of order $1/B$ leaves
\begin{equation}
\frac1a-\frac1{a_c}-\frac{2\ell}{B}+\frac{4R}{Ba}-\frac{R^2}{Ba^2}=-\frac2B\int_0^R\frac{u_0^2}{r}dr .
\end{equation}
Hence
\begin{align}
\frac1{a_c}&=\frac1a+\frac2B\left[\ln\frac B2-L-2\gamma\right], \label{ac}\\
L&=-\lim_{R\to\infty}\left[\int_0^R\frac{u_0^2}{r}dr-\ln R+\frac{2R}{a}-\frac{R^2}{2a^2}\right].
\end{align}
All lengths inside logarithms are in the same unit. The limit is taken for the Coulomb-free wave, where it is reached as soon as $R$ lies outside $U$.

\paragraph{Hard-core limit.} For an impenetrable core of radius $c$, $a=c$ and $u_0=1-r/c$ outside it. The integral gives $L=\ln c-3/2$. Directly, $u_c(c)=0$ requires
\begin{equation}
\frac1{a_c}=\frac{G(c)}{F(c)}=\frac1c+\frac2B\left[\ln\frac B{2c}-2\gamma+\frac32\right]+\dots,
\end{equation}
the same result.

Inserting (\ref{ac}) in (\ref{dt}) expresses the shift through $a$:
\begin{equation}
\Delta E=\frac{2a}{\mu B^3n^3}\left\{1-\frac{2a}{B}\left[\ln\frac B2-L-2\gamma+\ln n+\frac1n-\psi(n)\right]\right\}. \label{fromA}
\end{equation}
For the example $L=0.616-1.629i$. The square bracket for $1s$ is $3.62+1.63i$, and the factor in braces is $1.009+0.050i$. It changes $-114.6-168.6i$ eV, Deser's term with $a$, into $-107.2-175.8i$ eV. Relative to the integrated complex shift, the error falls from 5.0\% to 0.2\%.

\paragraph{A different interior.} A Gaussian of range $1.5$ fm and depth $15.12+14.31i$ MeV has the same $a$. The complex relative change of its volume integral has modulus 0.13, yet the integrated $1s$ shift changes by only $-0.0156-0.0051i$, relative to the first shift. Equation (\ref{fromA}) predicts $(2a/B)$ times the change of $L$, which is $-0.0154-0.0043i$. Thus $a$ fixes the leading shift, and the interior enters through $L$ at the per-cent level here.

\section{Back to Klein--Gordon}

With $U=0$, (\ref{kg}) contains $g^2/r^2$, so $u\sim r^s$ with $s(s-1)=-g^2$, or $s=\frac12+\sqrt{\frac14-g^2}$. Insert $u=r^se^{-\kappa r}\sum_kc_kr^k$ with $\kappa^2=\mu^2-E^2$. The recurrence
\begin{equation}
c_{k+1}[(s+k+1)(s+k)+g^2]=2c_k[\kappa(s+k)-Eg]
\end{equation}
terminates for $Eg=\kappa(s+n-1)$, giving the reference level
\begin{equation}
E=\mu\left[1+\frac{g^2}{(s+n-1)^2}\right]^{-1/2}.
\end{equation}
The numerical integration reproduces it for $n=1,2$.

To estimate how relativity changes the shift, treat $U$ to first order. Multiplying the perturbed equation by the reference wave and integrating gives
\begin{equation}
\delta E=\frac{\mu\int Uu^2dr}{\int(E+g/r)u^2dr}.
\end{equation}
For $1s$, $u=r^se^{-\kappa r}$. Through order $g^2$, $s=1-g^2$, $E=\mu(1-g^2/2)$ and $\kappa=Eg/s=(1+g^2/2)/B$. Also $\int u^2dr=\Gamma(2s+1)/(2\kappa)^{2s+1}$ and $\langle1/r\rangle=\kappa/s$, so the mean of $E+g/r$ is $\mu(1+g^2/2)$. At $r\ll B$, the ratio to the nonrelativistic result is
\begin{align}
&\frac{r^{2s-2}(2\kappa)^{2s+1}B^3}{4\Gamma(2s+1)(1+g^2/2)}\nonumber\\
&\quad=1+g^2\left[2\ln\frac B{2r}+\frac32+2\psi(3)-\frac12\right]
=1+g^2\left[2\ln\frac B{2r}+4-2\gamma\right],
\end{align}
using $\psi(3)=\frac32-\gamma$. Setting $r=b$ gives a relative change of $5.6\times10^{-4}$. Integration with and without relativity gives $(6.0+0.7i)\times10^{-4}$. The estimate omits the distortion of the wave by $U$, so agreement in size is what can be asked of it.

This accounts for most of the $7.6\times10^{-4}$ relative error of (\ref{dt}) for $1s$. The nonrelativistic remainder is $1.9\times10^{-4}$.

\section{Where the formula stops}

Equation (\ref{dt}) needs $|a_c|\ll B$. Its relative accuracy also needs $|a_c|$ not much smaller than $b$ when $U$ is strong: a real Gaussian of depth $915$ MeV and $b=1$ fm has $a_c=0$, yet nonrelativistic integration gives a $1s$ shift of $-0.02$ eV, which comes from the dropped effective-range term. If the strong interaction nearly binds a state by itself, $|a_c|$ can become comparable with $B$, and $\delta$ is no longer small. This requires weak absorption: with the absorptive depth of $40$ MeV used here and the real depth varied from $100$ to $260$ MeV, $|a|$ peaks near $5$ fm. For a real depth of $165.6$ MeV, where $a_c=B/2$, nonrelativistic integration gives $\nu=1.3980$ and (\ref{qc}) gives $1.3982$, while (\ref{dt}) has the wrong sign. Condition (\ref{qc}) does not rely on that expansion, but still needs a negligible effective-range term. Larger $Z$ weakens both the expansion in $a_c/B$ and the nonrelativistic treatment: $B$ shrinks as $1/Z$, while the relativistic change grows as $Z^2$ times a logarithm. Nuclear size, omitted here, must then enter both the reference level and the short-range problem. Even at $Z=1$ the errors quoted above refer to the model, not to a real atom: for $\mu=300$ MeV, vacuum polarization lowers the $1s$ reference level by about $19$ eV and raises $|\phi(0)|^2$, and with it the shift, by about $0.8\%$, more than ten times the relativistic change.

\section*{Computed values}
\begin{verbatim}
reduced mass: 300.0 MeV
potential depth, real and absorptive: 50.0, 40.0 MeV
potential range b: 1.00 fm
Bohr radius B: 90.1363 fm
hadronic scattering length a: -0.32339 -0.47557i fm
Coulomb-modified length a_c, matched: -0.30650 -0.48418i fm
a_c from a and the interior integral: -0.30652 -0.48450i fm
L, the interior logarithm (fm as length unit): 0.6155 -1.6287i 
effective quantum number nu of 1s, nonrelativistic: 0.993198 -0.010755i 
relative error of quantum condition: 1.03e-04
Deser remainder with a_c, full and half Coulomb strength: 1.986e-02, 1.002e-02; ratio 1.982
Trueman remainder, full and half Coulomb strength: 1.850e-04, 4.508e-05; ratio 4.104
1s Coulomb binding, Klein-Gordon: 7.988235 keV
1s complex shift, Klein-Gordon integration: -106.987 -175.445i eV
1s width, Klein-Gordon integration: 350.889 eV
1s Deser with a: -114.632 -168.576i eV
1s second order written with a: -107.235 -175.765i eV
1s Deser with a_c: -108.646 -171.630i eV
1s Deser-Trueman with a_c: -106.903 -175.312i eV
1s width, Deser-Trueman: 350.624 eV
1s relative errors in the order of the four formulas: 5.00e-02, 1.97e-03, 2.02e-02, 7.64e-04
2s Coulomb binding, Klein-Gordon: 1.997012 keV
2s complex shift, Klein-Gordon integration: -13.492 -21.692i eV
2s width, Klein-Gordon integration: 43.383 eV
2s Deser with a: -14.329 -21.072i eV
2s second order written with a: -13.501 -21.727i eV
2s Deser with a_c: -13.581 -21.454i eV
2s Deser-Trueman with a_c: -13.474 -21.679i eV
2s width, Deser-Trueman: 43.357 eV
2s relative errors in the order of the four formulas: 4.08e-02, 1.41e-03, 9.94e-03, 8.69e-04
1s shift, Schroedinger integration: -106.936 -175.332i eV
relative Klein-Gordon change of 1s shift: 5.988 +0.716i x 1e-4
estimate of this change: 5.571 x 1e-4
1s first-order perturbation theory in U: -118.031 -94.425i eV
its relative error: 0.398
second potential, range: 1.50 fm
second potential, depth for the same a: 15.116 +14.306i MeV
second potential, 1s shift by Klein-Gordon: -106.216 -172.172i eV
relative change of volume integral, modulus: 0.1303
relative change of 1s shift: -0.01555 -0.00509i 
change predicted from L: -0.01543 -0.00431i
\end{verbatim}
